# Fitting a one-electron spin-orbit charge to the iodine splitting

## Problem

An effective core potential replaces the inner electrons of an atom. When the core includes all lower shells of the same angular momentum, the valence orbital that remains can be constructed without radial nodes. Spin-orbit coupling can then be added through the one-electron operator, in Gaussian units,

\[
H_{\rm SO}=\sum_i \frac{Z_{\rm eff}\,e^2}{2m^2c^2r_i^3}\,\mathbf l_i\cdot\mathbf s_i ,
\]

where \(\mathbf l\) and \(\mathbf s\) carry the factor \(\hbar\), and \(Z_{\rm eff}\) is a fit parameter. The ground term of iodine (\(Z=53\)) is \(5p^5\;{}^2P\), with \(J=3/2\) lowest and a given splitting \(\Delta E=E_{1/2}-E_{3/2}=7603\ \mathrm{cm^{-1}}\).

Treat \(H_{\rm SO}\) to first order within this term. Find \(Z_{\rm eff}\) for a nodeless \(5p\) orbital with the exponent given by Slater's rules, compare it with \(Z\), and explain the outcome.

## A tempting solution

**The coupling constant.** Let \(R(r)\) be the normalized radial function of the \(p\) shell. Averaging over \(r\) gives

\[
H_{\rm SO}=\frac{\zeta}{\hbar^2}\sum_i\mathbf l_i\cdot\mathbf s_i,\qquad
\zeta=\frac{Z_{\rm eff}e^2\hbar^2}{2m^2c^2}\langle r^{-3}\rangle .
\]

For one \(p\) electron, \(\mathbf l\cdot\mathbf s/\hbar^2=\tfrac12[j(j+1)-2-\tfrac34]\). This is \(+\tfrac12\) for the four states with \(j=3/2\) and \(-1\) for the two with \(j=1/2\). The sum over all six states is \(4\cdot\tfrac12-2=0\), so a full shell has no first-order spin-orbit energy. Five electrons leave one state empty, and their energy is zero minus the energy of that state: \(-\zeta/2\) for a \(j=3/2\) hole and \(+\zeta\) for a \(j=1/2\) hole. The full shell has \(J=0\), so the \(J\) of the atom equals the \(j\) of the hole. All six states belong to \({}^2P\), and electron repulsion shifts them equally. Therefore

\[
\Delta E=\zeta-\left(-\tfrac12\zeta\right)=\tfrac32\zeta,\qquad \zeta=\tfrac23\Delta E=5068.7\ \mathrm{cm^{-1}} .
\]

**The required product.** With \(a_0=\hbar^2/(me^2)\), \(E_h=e^2/a_0\) and \(\alpha=e^2/(\hbar c)=\hbar/(mca_0)\), the prefactor is \(e^2\hbar^2/(2m^2c^2a_0^3)=\tfrac12\alpha^2E_h\). Setting \(\zeta=\tfrac23\Delta E\) and working in hartree and bohr,

\[
K\equiv Z_{\rm eff}\langle r^{-3}\rangle=\frac{4\Delta E}{3\alpha^2}
=\frac{4(0.034642)}{3(0.00729735)^2}=867.38\ \mathrm{bohr^{-3}} .
\]

**The orbital.** An electron in the field of a charge \(Z_{\rm eff}\) seems to call for a hydrogen-like \(5p\) orbital of the same charge. Its \(\langle r^{-3}\rangle\) follows from two identities for \(u=rR\), which obeys

\[
-\tfrac12u''+(W-E)u=0,\qquad W=\frac{l(l+1)}{2r^2}-\frac{Z_{\rm eff}}{r},\qquad E=-\frac{Z_{\rm eff}^2}{2n^2}.
\]

First, \(n=n_r+l+1\), where \(n_r\) is the number of nodes. Differentiating \(E\) with respect to \(l\) at fixed \(n_r\), and using the Hellmann–Feynman theorem, gives \((l+\tfrac12)\langle r^{-2}\rangle=Z_{\rm eff}^2/n^3\). Second, multiplying the radial equation by \(u'\) and integrating by parts gives \(\langle W'\rangle=0\), because the boundary terms vanish for \(l=1\), where \(u\propto r^2\) near the origin. This means \(l(l+1)\langle r^{-3}\rangle=Z_{\rm eff}\langle r^{-2}\rangle\). For \(n=5\), \(l=1\),

\[
\langle r^{-3}\rangle=\frac{Z_{\rm eff}}{2}\,\frac{Z_{\rm eff}^2}{125\cdot\frac32}=\frac{Z_{\rm eff}^3}{375}.
\]

Hence \(Z_{\rm eff}^4=375\times867.38\), or \(Z_{\rm eff}\approx23.9\). This lies below 53 and looks like a nuclear charge partly screened by the core.

## Where it fails

The coupling constant and the product \(K\) are correct. The fault is the orbital. A hydrogen-like \(5p\) function has \(n-l-1=3\) radial nodes, whereas the problem specifies a nodeless one. The argument also lets one charge set both the operator and the orbital. With an effective core potential, the valence calculation fixes the orbital first, and \(Z_{\rm eff}\) then multiplies a given number \(\langle r^{-3}\rangle\). The fit is linear in the charge, not quartic.

The failure shows when 23.9 is used with the prescribed orbital. At fixed orbital the splitting is proportional to \(Z_{\rm eff}\), and the correct fit below shows that this charge would give only about \(34\ \mathrm{cm^{-1}}\).

## Correct solution

Take \(R\propto r^{\nu-1}e^{-\xi r}\), which has no node for \(r>0\). From \(\int_0^\infty r^ke^{-2\xi r}dr=\Gamma(k+1)/(2\xi)^{k+1}\),

\[
\langle r^{-3}\rangle=
\frac{\Gamma(2\nu-2)/(2\xi)^{2\nu-2}}{\Gamma(2\nu+1)/(2\xi)^{2\nu+1}}
=\frac{(2\xi)^3}{2\nu(2\nu-1)(2\nu-2)},
\]

for \(\nu>1\), where the integral converges at the origin. In the same way,

\[
\langle r\rangle=\frac{\Gamma(2\nu+2)}{\Gamma(2\nu+1)}\,\frac1{2\xi}=\frac{2\nu+1}{2\xi}.
\]

Slater's rules assign \(\nu=4\) to the fifth shell. The screening comes from 6 other electrons in \(5s5p\), 18 in the fourth shell and 28 further in:

\[
6(0.35)+18(0.85)+28(1)=45.40,\qquad
\xi=\frac{53-45.40}{4}=1.900\ \mathrm{bohr^{-1}} .
\]

Thus \(\langle r\rangle=9/3.8=2.368\) bohr, and

\[
\langle r^{-3}\rangle=\frac{3.8^3}{8\cdot7\cdot6}=\frac{54.872}{336}=0.16331\ \mathrm{bohr^{-3}},
\]

\[
Z_{\rm eff}=\frac{4m^2c^2\Delta E}{3e^2\hbar^2\langle r^{-3}\rangle}
=\frac{867.38}{0.16331}\approx5311 .
\]

The fitted charge is about 100 times the nuclear charge. The check on the tempting answer follows: \(7603\times23.9/5311\approx34\ \mathrm{cm^{-1}}\).

## Does the conclusion depend on the Slater form?

Substituting \(2\xi=(2\nu+1)/\langle r\rangle\) into \(Z_{\rm eff}=K/\langle r^{-3}\rangle\) gives

\[
Z_{\rm eff}=K\langle r\rangle^3\,
\frac{2\nu(2\nu-1)(2\nu-2)}{(2\nu+1)^3}.
\]

The fraction is the product of \(1-q\), \(1-2q\) and \(1-3q\), with \(q=1/(2\nu+1)\). Each factor is positive and grows with \(\nu\) for \(\nu\ge2\), so within this range the charge is lowest at \(\nu=2\), where the fraction is \(24/125\). That case also has the behaviour \(R\propto r\) proper to a \(p\) orbital at the origin; the choice \(\nu=4\), with \(R\propto r^3\), vanishes faster there. At the same mean radius, \(\nu=2\) gives \(Z_{\rm eff}\approx2200\), still some 40 times \(Z\).

In the opposite limit, \(\nu\to\infty\) at fixed \(\langle r\rangle\), the fraction tends to 1 and the orbital becomes a thin shell. Then \(Z_{\rm eff}\to K\langle r\rangle^3\approx1.15\times10^4\).

Absence of nodes alone does not force a large charge. At fixed \(\nu\), \(Z_{\rm eff}\propto\langle r\rangle^3\), so for \(\nu=4\) the fit would return \(Z_{\rm eff}=53\) at

\[
\langle r\rangle=2.368\left(\frac{53}{5311}\right)^{1/3}\approx0.51\ \mathrm{bohr}.
\]

Such an orbital is far too compact for the valence shell. Within this family, for \(\nu\ge2\), a nodeless orbital of valence size requires a large charge. These two properties do not guarantee it for an arbitrary shape: a nodeless function with an extra hump close to the nucleus could have a large \(\langle r^{-3}\rangle\). The deciding property is small amplitude near the nucleus, which the next section examines.

## What the large charge replaces

The inner lobes of the real \(5p\) orbital can be examined in an all-electron calculation. The model used here is a non-relativistic, spherical, spin-unpolarized iodine atom in the exchange-only local-density approximation. It omits correlation and relativistic contraction.

Its \(5p\) orbital has nodes at 0.123, 0.369 and 0.976 bohr, with \(\langle r\rangle=2.52\) bohr and \(\langle r^{-3}\rangle=16.62\ \mathrm{bohr^{-3}}\). The same fit now gives

\[
Z_{\rm eff}=867.38/16.62\approx52 .
\]

The last digit depends on the model: adding local-density correlation raises \(\langle r^{-3}\rangle\) to 17.0 bohr\(^{-3}\) and lowers the charge to 51. In the exchange-only atom, the region inside the last node holds 4.1 % of the norm but supplies 99.4 % of \(\langle r^{-3}\rangle\); the lobe inside the first node alone supplies 95 %.

To isolate the effect of these lobes, keep this orbital outside its outermost maximum \(r_c=2.05\) bohr and replace \(u\) inside by \(r^2e^{p(r)}\), with \(p\) a quartic polynomial without a linear term. Matching the value and the first two derivatives at \(r_c\) leaves one freedom in \(p\), namely adding

\[
\lambda(1-x)^3(1+3x)=\lambda(1-6x^2+8x^3-3x^4),\qquad x=r/r_c .
\]

This has no linear term, and it vanishes with its first two derivatives at \(x=1\). Its factor multiplying \(\lambda\) is positive for \(0\le x<1\), so the inner norm rises steadily with \(\lambda\), and requiring the original norm fixes \(\lambda\) uniquely.

The mean radius hardly changes, from 2.52 to 2.54 bohr, but \(\langle r^{-3}\rangle\) falls by a factor of 111 to \(0.150\ \mathrm{bohr^{-3}}\). The fitted charge rises to about 5800. This value depends on the construction: the same recipe gives about 5400 at \(r_c=2.4\) bohr, 4800 at 2.8 bohr and 3300 at 1.5 bohr. At \(r_c=1.2\) bohr, just outside the last node, the conserved norm piles up in an inner hump and the charge drops to about 100. Since the two orbitals agree outside \(r_c\) and have equal norm inside, the change comes from the shape of the inner part. The large \(Z_{\rm eff}\) compensates for the missing amplitude near the nucleus.

A calculation without a fitted charge supports this reading. For an electron with potential energy \(V(r)\), the spin-orbit operator is \((2m^2c^2)^{-1}r^{-1}(dV/dr)\,\mathbf l\cdot\mathbf s\), which reduces to the form \(Ze^2/r^3\) for a bare nucleus. With \(V\) and the nodal orbital of the model atom it gives a splitting of \(7394\ \mathrm{cm^{-1}}\), 2.7 % below the given value. This confirms the magnitude. It is not a measure of accuracy, because the effects left out are larger than 2.7 % and may partly cancel. Local-density correlation raises the value to about \(7560\ \mathrm{cm^{-1}}\). Solving the Dirac equation in the same fixed exchange-only potential gives about \(8900\ \mathrm{cm^{-1}}\), 17 % above the given value. Explicit two-electron spin-orbit terms are also omitted.

## Limits on using the fitted operator

The charge belongs to its orbital. The Slater and smoothed orbitals require charges that differ by about 9 % relative to the Slater value, so a \(Z_{\rm eff}\) fitted with one should not be carried over to the other without a new fit.

The operator must also remain a first-order correction. For a \(j=1/2\) electron it contributes \(-\tfrac12\alpha^2Z_{\rm eff}/r^3\) in atomic units. If a \(p_{1/2}\) trial orbital is shrunk to a size \(s\), its kinetic energy grows as \(s^{-2}\), while this attraction grows as \(s^{-3}\). Unless a repulsive core term intervenes that is more singular than \(r^{-3}\), or equally singular and at least as strong, the variational energy has no lower bound. The attraction equals the centrifugal energy \(1/r^2\) at

\[
r=\tfrac12\alpha^2Z_{\rm eff}\approx0.14\ \mathrm{bohr}
\]

for \(Z_{\rm eff}=5311\), compared with about 0.0014 bohr for a charge of 53. The fitted operator reproduces the splitting as an average over a fixed valence orbital; it does not describe the local interaction near the nucleus.

## Numbers as computed

```
Nuclear charge Z: 53
Given splitting: 7603 cm^-1 = 0.034642 hartree
p^5 levels in units of zeta: -0.500 (4), 1.000 (2)
Coupling constant zeta: 5068.7 cm^-1
Coupling constant zeta: 0.023095 hartree
Fine-structure constant: 0.00729735
Product Z_eff <r^-3> required: 867.38 bohr^-3
-- Slater 5p orbital --
Screening: 45.40, nu: 4.0, xi: 1.900 bohr^-1
<r^-3> formula: 0.163310 bohr^-3
<r^-3> quadrature: 0.163310 bohr^-3
<r>: 2.3684 bohr
Z_eff: 5311.3
Z_eff / Z: 100.2
Splitting recovered from operator: 7603.00 cm^-1
Z_eff at the same <r>, nu = 2: 2213
Z_eff at the same <r>, nu = 3: 4032
Z_eff at the same <r>, nu = 4: 5311
Z_eff at the same <r>, nu = 5: 6234
Z_eff at the same <r>, nu = 6: 6924
<r> needed for Z_eff = Z (nu = 4): 0.5099 bohr
-- All-electron exchange-only local-density 5p orbital --
Virial ratio -V/T: 2.00000
5p orbital energy: -0.2258 hartree
<r>: 2.5192 bohr
<r^-3>: 16.621 bohr^-3
Z_eff: 52.2
Node radii: 0.123, 0.369, 0.976 bohr
Share of <r^-3> inside first node: 95.2 %
Share of <r^-3> inside last node: 99.4 %
Share of norm inside last node: 4.10 %
Splitting from (1/r)dV/dr: 7394 cm^-1
-- Same orbital made nodeless inside r_c --
r_c: 2.0495 bohr
Norm inside r_c: 0.3470
<r>: 2.5405 bohr
<r^-3>: 0.1497 bohr^-3
Z_eff: 5795
Z_eff / Z: 109.3
Ratio of <r^-3>, nodal to nodeless: 111.1
```
